# Open or Frozen Defect Totals: Fermi Energy at Growth and After Quenching

## Definitions and conventions

The Fermi energy $\mu$ is measured from the valence-band top, so the conduction-band bottom lies at the gap $E_g$. Energies are in eV and densities in cm⁻³, the natural units for dilute defects. A defect in charge state $q$ (in units of the elementary charge) has the formation free energy

$$
G_q(\mu)=E_q+q\mu ,\qquad
E_q=F_q-F_{\rm bulk}-\sum_i\Delta n_i\,\mu_i+qE_v+\Delta_q .
$$

Here $F_q$ and $F_{\rm bulk}$ are supercell free energies with and without the defect, $\Delta n_i$ is the number of atoms of element $i$ added, $\mu_i$ is its chemical potential, $E_v$ is the valence-band top on the supercell's energy scale, and $\Delta_q$ is the finite-size correction. Configurational entropy is excluded from $E_q$, and the degeneracy of a charge state is counted separately as $g_q$.

The transition level $\varepsilon(q/q')$ is the Fermi energy at which $G_q=G_{q'}$. Solving $E_q+q\varepsilon=E_{q'}+q'\varepsilon$ gives

$$
\varepsilon(q/q')=\frac{E_q-E_{q'}}{q'-q}.
$$

The atomic chemical potentials are common to all charge states of a defect and cancel here.

The setting treated in this guide decides what is held fixed when these energies are turned into densities. An **open** species is created and removed freely on $N$ sites per unit volume. A **frozen** species has a fixed total $C$, but its charge states still exchange electrons with the bands. Defects are taken as non-interacting, with one species per set of sites.

## What the setting changes

An open site is either empty, with weight 1, or holds the defect in state $q$, with weight

$$
w_q=g_q\,e^{-(E_q+q\mu)/kT}.
$$

Its partition function is $1+\sum_q w_q$, and the probability of a state is its share of that sum:

$$
c_q=\frac{N\,w_q}{1+\sum_{q'}w_{q'}}\qquad\text{(open)}.
$$

When the total is fixed, the number of ways to place $C$ defects on $N$ sites is the same for every assignment of charges, so it drops out. Each defect then chooses among its charge states alone:

$$
c_q=\frac{C\,w_q}{\sum_{q'}w_{q'}}\qquad\text{(frozen)}.
$$

A common shift of all $E_q$ multiplies every $w_q$ by the same factor. It cancels for a frozen species, but at fixed $\mu$ it multiplies a dilute open density by that factor, which is exponential in the shift. Growth conditions therefore enter a quenched sample through $C$, while the transition levels and degeneracies govern what follows. Both formulas were tested against enumeration of all configurations of a small lattice.

For a parabolic conduction band of density-of-states mass $m$, the electron density is

$$
n=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\int_{E_g}^\infty\frac{\sqrt{E-E_g}\;dE}{1+e^{(E-\mu)/kT}} .
$$

With $x=(E-E_g)/kT$ and $\eta=(\mu-E_g)/kT$ this becomes

$$
n=N_c\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}},\qquad
N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.
$$

The hole density $p$ has the same form with $\eta=-\mu/kT$ and the valence-band constant $N_v$. For $\eta\ll-1$ the 1 in the denominator is negligible, the integral is $e^\eta\sqrt\pi/2$, and $n=N_ce^{(\mu-E_g)/kT}$.

## Why there is one Fermi energy

Charge neutrality requires

$$
\rho(\mu)=p-n+\sum_{\text{species}}\sum_q q\,c_q=0 .
$$

Let $P_s=w_s/Z$ be the probability of state $s$, where $Z$ sums the weights of all allowed states. Since $dw_s/d\mu=-q_sw_s/kT$, the mean charge $\langle q\rangle=\sum_sq_sP_s$ obeys

$$
\frac{d\langle q\rangle}{d\mu}
=-\frac{1}{kT}\frac{\sum_s q_s^2w_s}{Z}+\frac{1}{kT}\left(\frac{\sum_s q_sw_s}{Z}\right)^2
=-\frac{\langle q^2\rangle-\langle q\rangle^2}{kT}.
$$

A variance cannot be negative, so raising $\mu$ never makes the defects more positive. For an open species the variance includes the empty site, with $q=0$; for a frozen species it does not. With $A=N$ for open and $A=C$ for frozen species,

$$
-\frac{d\rho}{d\mu}=\frac{dn}{d\mu}-\frac{dp}{d\mu}+\sum_{\text{species}}\frac{A\,{\rm Var}(q)}{kT}>0 ,
$$

because $n$ rises and $p$ falls with $\mu$. At very low $\mu$ the holes outweigh the bounded defect charge and $\rho>0$; at very high $\mu$ the electrons do so and $\rho<0$. There is thus one root, whichever species are frozen.

## The two-pass calculation

1. At the growth temperature, treat mobile native defects as open. Choose a bracket with $\rho>0$ at its lower end and $\rho<0$ at its upper end.
2. Evaluate $\rho$ at the midpoint. If it is positive, move the lower end there; otherwise move the upper end. Repeat until the bracket is narrow enough.
3. Store the total $C=\sum_qc_q$ of each species that will be frozen.
4. At the final temperature, repeat the bisection with these totals fixed and the charge states free.
5. Check that $|\rho|$ is small compared with the doping, and that $|\rho|/|d\rho/d\mu|$ is small compared with $kT$.

After $k$ halvings the bracket has shrunk by $2^k$. Rounding sets a further limit: an error $\delta\rho$ displaces the root by about $\delta\rho/|d\rho/d\mu|$, which matters where the slope is small.

The second pass assumes a quench too fast for defects to move or react, yet slow enough for carrier capture to equilibrate their charges. If cooling is slower, $C$ belongs to some lower freeze-in temperature. If capture by a deep level is slower than the experiment, the charge states are not in equilibrium either, and the second pass fails.

## The force that freezing leaves behind

The quenched state minimises the free energy under a constraint. For the defect sites, Stirling's formula applied to the number of arrangements gives the free-energy density

$$
F_{\rm def}=\sum_q c_q\left[E_q+kT\ln\frac{c_q}{Ng_q}\right]+kT\,c_\varnothing\ln\frac{c_\varnothing}{N},
\qquad c_\varnothing=N-\sum_qc_q .
$$

Dilute electrons add $n[E_g+kT(\ln(n/N_c)-1)]$, whose derivative with respect to $n$ is $\mu$. Capturing one electron turns state $q$ into $q-1$ and changes the free energy by

$$
E_{q-1}-E_q+kT\ln\frac{c_{q-1}\,g_q}{c_q\,g_{q-1}}-\mu=0 .
$$

It vanishes because both settings give $c_{q-1}/c_q=w_{q-1}/w_q$. Adding a neutral defect with $g_0=1$ costs

$$
\Delta=E_0+kT\ln\frac{c_0}{c_\varnothing},
$$

where the constants from differentiating the two logarithmic terms cancel. For an open species $c_0/c_\varnothing=w_0=e^{-E_0/kT}$, so $\Delta=0$. For a frozen one, $c_0=Cw_0/\sum w$ and $c_\varnothing=N-C$, hence

$$
\Delta=kT\ln\frac{C}{(N-C)\sum_qw_q}\simeq kT\ln\frac{C}{C_{\rm open}(\mu)} .
$$

The last form holds for dilute defects, for which the open density at the same $\mu$ is $C_{\rm open}\simeq N\sum w$. A positive $\Delta$ means that removing defects would lower the free energy; the quench merely denies them the time.

## Closed forms for a compensated donor

Consider a frozen total $N_D$ of donors with binding energy $E_b$, $g_+=1$ and $g_0=2$, and a frozen total $C$ of vacancies with charges $0,-1,-2$ and degeneracies $1,2,1$. Let the vacancy levels satisfy $\varepsilon(0/-)<\varepsilon(-/2-)$, both deep and many $kT$ apart. Three cases follow, each valid away from its boundaries.

**Vacancies fewer than half the donors.** Every vacancy takes two electrons and holes are negligible, so $D^+=n+2C$ and $D^0=N_D-2C-n$. The donor weights give $D^0/D^+=2e^{(\mu-E_g+E_b)/kT}$. Inserting $e^{(\mu-E_g)/kT}=n/N_c$ turns this into

$$
\frac{D^0}{D^+}=\frac{n}{N_1},\qquad N_1=\frac{N_c}{2}e^{-E_b/kT}.
$$

Cross-multiplication gives $n(n+2C)=N_1(N_D-2C-n)$, or

$$
n^2+n(2C+N_1)=N_1(N_D-2C),
$$

and the positive root is the electron density. Close to full compensation $n^2$ is negligible and $n\simeq(N_D-2C)N_1/(N_1+2C)$: part of the uncompensated electrons stays on the donors. This holds only while $N_D-2C$ far exceeds the density of singly charged vacancies; the point $2C=N_D$ itself is treated below.

**Vacancies between half and all of the donors.** The donors are ionised, and their electrons suffice for one per vacancy plus a second on a fraction $x$. From $C(1+x)=N_D$ follows $x=N_D/C-1$. The weights give $x/(1-x)=\tfrac12e^{[\mu-\varepsilon(-/2-)]/kT}$, so

$$
\mu=\varepsilon(-/2-)+kT\ln\frac{2x}{1-x}.
$$

**Vacancies more numerous than donors.** Provided holes are negligible, $p\ll N_D$, a fraction $y=N_D/C$ holds one electron and the rest none. Now $y/(1-y)=2e^{[\mu-\varepsilon(0/-)]/kT}$, so

$$
\mu=\varepsilon(0/-)+kT\ln\frac{y}{2(1-y)}.
$$

In the last two cases $\mu$ is pinned within a few $kT$ of a transition level as long as neither of the two charge states involved is very rare, because the partly filled level then has a large charge variance. The third form also fails when $N_D\ll C$, since $\mu$ then falls until holes share in neutrality. For the model below at 300 K with $C=10^{17}$ cm⁻³, it is low by about 1 meV at $y=10^{-3}$ and by about 25 meV at $y=10^{-4}$.

## A worked case

The model semiconductor has $E_g=2$ eV, both band masses equal to the electron mass, $N_D=10^{17}$ cm⁻³ and $E_b=0.1$ eV. The vacancy has $N=5\times10^{22}$ cm⁻³ and $E_0,E_{-1},E_{-2}=2.5,\,3.1,\,4.2$ eV. Its levels are therefore $3.1-2.5=0.6$ eV and $4.2-3.1=1.1$ eV. The gap and the $E_q$ are kept the same at both temperatures; for a real material each pass needs its own values.

**Growth at 1600 K.** Here $kT=0.1379$ eV and bisection gives $\mu=1.018$ eV. The neutral vacancy density is $5\times10^{22}\,e^{-2.5/0.1379}=6.67\times10^{14}$ cm⁻³. The singly charged one is larger by $2e^{(1.018-0.6)/0.1379}\simeq41$, which gives $2.76\times10^{16}$ cm⁻³, and the doubly charged one is $7.62\times10^{15}$ cm⁻³. The total to be frozen is $C=3.59\times10^{16}$ cm⁻³.

The vacancies hold $2.764+2\times0.7616=4.287$ and the ionised donors supply $9.967$, in units of $10^{16}$ cm⁻³. The difference, $5.68$, equals $n-p=24.91-19.23$. Thermal electron–hole pairs outnumber the dopants and draw $\mu$ close to mid-gap; without band carriers, the vacancies alone would balance the donors at $\mu\simeq1.10$ eV.

**Quenched to 300 K.** Now $kT=0.02585$ eV, and $2C=7.18\times10^{16}$ cm⁻³ is below $N_D$, so the first closed form applies. With $N_c=2.509\times10^{19}$ cm⁻³, $N_1=2.62\times10^{17}$ cm⁻³. In units of $10^{17}$ cm⁻³ the quadratic is

$$
n^2+3.34\,n=2.622\times0.2816=0.738,
$$

with positive root $n=0.208$, that is $2.08\times10^{16}$ cm⁻³. Then $\mu=2+0.02585\ln(2.08\times10^{16}/2.509\times10^{19})=1.817$ eV, in agreement with the bisection.

The net carrier density $n-p$ has fallen from $5.68$ to $2.08\times10^{16}$ cm⁻³ at fixed totals. Of the missing $3.60\times10^{16}$ cm⁻³, the vacancies captured $7.184-4.287=2.897$ and the donors about $0.70$ in the same units. Freezing the individual charge states of both donors and vacancies as well would have left $n\simeq5.68\times10^{16}$ cm⁻³, too large by a factor of 2.7.

**Leaving the vacancies open at 300 K.** With the donor total still fixed, equilibrium would have $2.05\times10^{14}$ vacancies per cm³, about 175 times fewer than the quenched sample, and $\mu=1.850$ eV. At the quenched $\mu$ the open density is lower still, $1.50\times10^{13}$ cm⁻³, because a doubly negative defect becomes costlier as $\mu$ falls. The remaining force is $\Delta=kT\ln(3.59\times10^{16}/1.50\times10^{13})=7.78\,kT=0.20$ eV per vacancy.

## Where the answer becomes fragile

Varying the growth temperature takes the 300 K state through all three cases:

| Growth (K) | $C$ (cm⁻³) | $\mu$ at 300 K (eV) |
|---|---|---|
| 1500 | $1.62\times10^{16}$ | 1.840 |
| 1600 | $3.59\times10^{16}$ | 1.817 |
| 1700 | $7.75\times10^{16}$ | 1.095 |
| 1800 | $1.58\times10^{17}$ | 0.596 |

At 1700 K, $x=0.290$ and the second closed form gives $1.1+0.02585\ln(0.580/0.710)=1.095$ eV. At 1800 K, $y=0.634$ and the third gives $0.6+0.02585\ln(0.634/0.733)=0.596$ eV. All four rows passed a test of agreement with the closed forms to $10^{-4}$ eV.

The boundaries $C=N_D/2$ and $C=N_D$ are reached for growth at about 1642 K and 1735 K. Between growth 5 K below and 5 K above the first, the quenched $\mu$ drops from 1.76 to 1.18 eV.

The reason is a nearly vanishing slope of $\rho$. At $2C=N_D$, neutrality reads $N_D-D^0=n+2C-c_{-1}$, hence $c_{-1}=n+D^0$. Almost all vacancies are doubly charged, so $c_{-1}\simeq N_De^{-[\mu-\varepsilon(-/2-)]/kT}$; almost all donors are ionised, so $D^0\simeq nN_D/N_1$. With $a=1+N_D/N_1$ and dilute electrons, equating the two sides and taking logarithms gives

$$
\mu\simeq\frac{\varepsilon(-/2-)+E_g}{2}+\frac{kT}{2}\ln\frac{N_D}{aN_c}.
$$

Here $a\simeq1.38$ and $\mu\simeq1.47$ eV, between the two computed values, with $c_{-1}\simeq5\times10^{10}$ cm⁻³. In this estimate the electrons, donors and vacancies contribute $n$, $D^0$ and $c_{-1}$ to $kT|d\rho/d\mu|$, in total $2c_{-1}$. Adding $dC$ vacancies changes $\rho$ by about $-2\,dC$, so $d\mu/dC\simeq-kT/c_{-1}$. An extra $10^{10}$ vacancies per cm³, a tiny part of $C$, already lowers $\mu$ by about 5 meV.

These numbers belong to the model of non-interacting defects. At $2C=N_D$ about $10^{17}$ charged centres per cm³ are screened by only $2c_{-1}\simeq10^{11}$ cm⁻³ of responsive charge. For a dielectric constant $\epsilon\simeq12$ the screening length $L=\sqrt{\epsilon\epsilon_0kT/(2e^2c_{-1})}$ is about 13 µm. Randomly placed ions then give a linear-screening estimate of the potential fluctuation, $\frac{e^2}{4\pi\epsilon\epsilon_0}\sqrt{2\pi L\sum_q q^2c_q}$, of about 0.6 eV, far above $kT$. In a real crystal this close to full compensation the band edges fluctuate in space, and neither 1.47 eV nor the 5 meV should be read as a prediction. For growth at 1600, 1700 and 1800 K the same estimate gives 20–28 meV, comparable to $kT$.

## Choosing the setting

- Use open totals where the defect can reach sources and sinks within the time spent at that temperature. Use frozen totals where it cannot. Species may be treated differently in the same pass, as the donors and vacancies are at growth here.
- Keep charge states free in the second pass unless carrier capture is known to be too slow.
- Vary the growth energies before trusting a quenched $\mu$. At fixed $\mu$, raising all $E_q$ by 0.1 eV at 1600 K multiplies $C$ by $e^{-0.1/0.1379}\simeq0.48$. If such a change carries $C$ across $N_D/2$ or $N_D$, report a range that covers both cases.
- Away from those boundaries a pinned $\mu$ depends only logarithmically on the totals. At fixed totals, an error in the pinning level passes straight into it. An error in an $E_q$ can also change the grown $C$, so repeat both passes to find its full effect.
- If defects pair or cluster during cooling, the separate totals are no longer conserved. The complexes must then be added as species, with the number of each constituent held fixed instead.

The densities and residuals of the worked case are listed in the numerical output below.

## Computed results

```
gap 2.00 eV; donor binding 0.10 eV; band mass 1.0 m_e
donor total 1.00e+17 cm^-3; vacancy sites 5.00e+22 cm^-3
vacancy E_q at mu=0 for q=0,-1,-2: [2.5 3.1 4.2] eV
levels: (0/-) 0.60 eV, (-/2-) 1.10 eV
GROWTH: T = 1600 K, kT = 0.13788 eV
  band density of states 3.0908e+20 cm^-3
  Fermi energy 1.0178 eV
  n 2.4906e+17, p 1.9226e+17, n-p 5.6798e+16 cm^-3
  D+ 9.9668e+16, D0 3.3184e+14 cm^-3
  V0 6.6729e+14, V- 2.7638e+16, V2- 7.6158e+15 cm^-3
  |net charge|/donor total 5.1e-14
QUENCHED: T = 300 K, kT = 0.02585 eV
  band density of states 2.5094e+19 cm^-3
  Fermi energy 1.8166 eV
  n 2.0804e+16, p 7.6269e-12, n-p 2.0804e+16 cm^-3
  D+ 9.2647e+16, D0 7.3534e+15 cm^-3
  V0 1.2013e-16, V- 6.5818e+04, V2- 3.5921e+16 cm^-3
  |net charge|/donor total 1.6e-14
frozen vacancy total 3.5921e+16 cm^-3
full equilibrium at 300 K: Fermi energy 1.8504 eV
full equilibrium at 300 K: vacancy total 2.0544e+14 cm^-3
open vacancy density at quenched mu 1.5015e+13 cm^-3
free energy to add a vacancy after quench 7.780 kT = 0.2011 eV
growth T (K) | mu growth (eV) | C_V (cm^-3) | mu 300 K (eV) | closed form (eV) | n 300 K (cm^-3) | regime
1500 | 1.0415 | 1.6175e+16 | 1.8399 | 1.8399 | 5.128e+16 | n-type
1600 | 1.0178 | 3.5921e+16 | 1.8166 | 1.8166 | 2.080e+16 | n-type
1700 | 1.0017 | 7.7509e+16 | 1.0948 | 1.0948 | 1.559e+04 | pinned -/2-
1800 | 0.9889 | 1.5784e+17 | 0.5962 | 0.5962 | 6.567e-05 | pinned 0/-
growth T where C_V = N_D/2: 1642.2 K
growth T where C_V = N_D: 1734.8 K
quenched mu for growth 5 K below the first: 1.7644 eV
quenched mu for growth 5 K above the first: 1.1826 eV
fall of quenched mu over these 10 K: 0.5818 eV
bisection: bracket 4.0 eV, width after 50 halvings 3.6e-15 eV
```
